# Equivalent annealing time for cooling with linearly rising inverse temperature

## Problem

A solid is cooled from an initial temperature $T_0$ so that its inverse temperature rises at a constant rate,

$$\frac1T=\frac1{T_0}+bt,\qquad b=1\times10^{-7}\ \mathrm{K^{-1}\,s^{-1}} .$$

Diffusion in it follows a single Arrhenius law $D(T)=A\,e^{-Q/RT}$, with constant $A$, constant activation energy $Q=250$ kJ/mol and gas constant $R=8.314463$ J/(mol K).

(a) How long an anneal at the fixed temperature $T_0$ produces as much diffusion as the complete cooling, from $T_0$ down to $T\to0$?

(b) Under which conditions does this anneal reproduce the whole concentration profile, and not merely some average amount of diffusion? Apply the answer to a donor layer buried in germanium. The layer is initially Gaussian with standard deviation $\sigma_0=100$ nm and peak density $1\times10^{17}$ cm$^{-3}$, and $T_0=1000$ K with $D(T_0)=1\times10^{-12}$ cm²/s.

(c) How much of the equivalent time is collected if the cooling is interrupted at 950 K, and how much is lost if it ends at 300 K?

## Hints

1. The amount of diffusion is measured by the time integral of $D$, because at each instant $D$ multiplies the second space derivative of the concentration in the diffusion equation. Write down the equality of two such integrals.
2. Divide by $D(T_0)$ before integrating. See what becomes of $A$ and of $T_0$.
3. For the profile, use the accumulated integral of $D$ as a new time variable.
4. A Gaussian is easiest to follow through its Fourier transform.
5. For an interrupted cooling, keep the upper limit of the integral finite.

## Solution

### (a) The equivalent time

Let $t_{\rm eq}$ be the duration of the anneal at $T_0$. In that anneal $D$ is constant, so its time integral is $D(T_0)\,t_{\rm eq}$. Equal amounts of diffusion mean

$$D(T_0)\,t_{\rm eq}=\int_0^\infty D\big(T(t)\big)\,dt .$$

The upper limit is infinite because $1/T$ grows linearly and $T$ reaches zero only as $t\to\infty$. Dividing by $D(T_0)$ removes the prefactor $A$:

$$\frac{D(T(t))}{D(T_0)}=\frac{A\,e^{-Q/RT(t)}}{A\,e^{-Q/RT_0}}
=\exp\!\left[-\frac QR\left(\frac1{T(t)}-\frac1{T_0}\right)\right].$$

The cooling law says that the inner bracket equals $bt$. Hence

$$\frac{D(T(t))}{D(T_0)}=e^{-Qbt/R}=e^{-t/\tau},\qquad \tau=\frac{R}{Qb}.$$

The diffusion coefficient decays exponentially in time, and the integral is elementary:

$$t_{\rm eq}=\int_0^\infty e^{-t/\tau}\,dt=\Big[-\tau e^{-t/\tau}\Big]_0^\infty=\tau=\frac{R}{Qb}.$$

The activation energy is given per mole, so the gas constant belongs here. With an energy per atom, here 2.591 eV, Boltzmann's constant would take its place. In joules,

$$t_{\rm eq}=\frac{8.314463\ \mathrm{J\,mol^{-1}K^{-1}}}{(250\,000\ \mathrm{J\,mol^{-1}})(1\times10^{-7}\ \mathrm{K^{-1}s^{-1}})}
=\frac{8.314463}{0.025}\ \mathrm s=332.58\ \mathrm s .$$

The answer is about **333 s, or 5.5 minutes**.

The initial temperature has dropped out. To see why, differentiate the cooling law: $-T^{-2}\,dT/dt=b$, so $dT/dt=-bT^2$. A hotter solid cools faster under this law. The logarithmic slope of the Arrhenius law is $d\ln D/dT=Q/(RT^2)$, which is smaller when the solid is hotter. In the product

$$\frac{d\ln D}{dt}=\frac{Q}{RT^2}\,(-bT^2)=-\frac{Qb}{R}$$

the two factors $T^2$ cancel. The equivalent time is therefore the same for every $T_0$ at fixed $b$ and $Q$. The amount of diffusion, $D(T_0)\tau$, is not the same: it grows with $T_0$ through $D(T_0)$.

Two limits help to read the formula. A larger $Q$ makes diffusion stop sooner, and $\tau$ falls as $1/Q$. For $Q\to0$ the rate does not depend on temperature, cooling never stops it, and $\tau\to\infty$. If the sample is held at $T_0$ for a time $t_h$ before cooling begins, the integrals add and the total equivalent time is $t_h+\tau$.

### (b) From equal integrals to equal profiles

Take one-dimensional diffusion with a coefficient that depends on time through the temperature, but not on position or concentration $c$:

$$\frac{\partial c}{\partial t}=D(t)\,\frac{\partial^2c}{\partial x^2}.$$

Define $s(t)=\int_0^tD(t')\,dt'$. Since $ds/dt=D(t)$, the chain rule gives $\partial c/\partial t=D(t)\,\partial c/\partial s$. Dividing both sides by $D(t)>0$ leaves

$$\frac{\partial c}{\partial s}=\frac{\partial^2c}{\partial x^2}.$$

No trace of the thermal history remains in the equation. Two histories with the same initial profile, the same final $s$ and the same boundary conditions as functions of $s$ give the same final profile. A sealed surface, or a surface held at one fixed concentration, meets the last condition. A surface whose concentration follows a temperature-dependent solubility generally does not.

The argument survives if $D$ is a product $D_T(T)\,g(c)$ in which $g$ does not depend on temperature: one then uses $s=\int D_T\,dt$. It fails if the concentration dependence itself changes with temperature, as it does for donors where their density is comparable with the intrinsic carrier density.

For the buried layer, regard the solid as infinite. Let $\hat c(k,s)=\int c\,e^{-ikx}dx$. Two integrations by parts turn $\partial^2c/\partial x^2$ into $-k^2\hat c$, because $c$ and its slope vanish far away. So $\partial\hat c/\partial s=-k^2\hat c$, and

$$\hat c(k,s)=\hat c(k,0)\,e^{-k^2s}.$$

A Gaussian with $N_s$ donors per unit area has $\hat c(k,0)=N_s\,e^{-\sigma_0^2k^2/2}$. The product of the exponentials is

$$\hat c(k,s)=N_s\,e^{-(\sigma_0^2+2s)k^2/2},$$

which is again the transform of a Gaussian, now with variance

$$\sigma^2=\sigma_0^2+2s .$$

After complete cooling, $s=D(T_0)\tau$. Since 1 cm² is $10^{14}$ nm², the diffusion coefficient is 100 nm²/s, and

$$s=100\times332.58\ \mathrm{nm^2}=33\,258\ \mathrm{nm^2},$$

$$\sigma=\sqrt{100^2+2\times33\,258}\ \mathrm{nm}\approx277\ \mathrm{nm}.$$

The content $N_s=\sqrt{2\pi}\,\sigma\,c_{\rm peak}$ is conserved, so the peak falls by the factor $\sigma_0/\sigma$, from $1\times10^{17}$ to about $3.6\times10^{16}$ cm$^{-3}$. Cooling alone has widened the layer almost threefold.

The relation can be inverted. If the widths before and after cooling are measured and $Q$ is known,

$$D(T_0)=\frac{\sigma^2-\sigma_0^2}{2\tau}=\frac{Qb}{2R}\,(\sigma^2-\sigma_0^2).$$

A relative error in $Q$ passes in full to $D(T_0)$. One such measurement fixes the ratio $D(T_0)/Q$, not the two quantities separately. A second complete cooling from another $T_0$ supplies the missing relation, because the ratio of the two values of $D$ then gives $Q$.

### (c) Interrupted cooling

If the cooling stops at time $t$, for instance by a quench fast enough to add no diffusion, the integral ends there:

$$t_{\rm eq}(t)=\int_0^te^{-t'/\tau}dt'=\tau\left(1-e^{-t/\tau}\right).$$

For $t\ll\tau$ the exponential is $1-t/\tau+t^2/(2\tau^2)-\dots$, so $t_{\rm eq}\approx t-t^2/(2\tau)$: at first each second counts almost fully. For $t\gg\tau$ the value saturates at $\tau$.

The time to reach 950 K is

$$t=\frac1b\left(\frac1{950\ \mathrm K}-\frac1{1000\ \mathrm K}\right)=526.3\ \mathrm s,$$

and the equivalent time collected by then is

$$332.58\,\big(1-e^{-526.3/332.58}\big)\ \mathrm s=264.2\ \mathrm s .$$

A drop of 50 K has thus used up about four fifths of the total. It is useful to introduce

$$\varepsilon=\frac{RT_0}{Q}=0.03326 .$$

At $t=\tau$ the inverse temperature is $1/T_0+R/Q=(1+\varepsilon)/T_0$, so $T=T_0/(1+\varepsilon)=967.8$ K. By then a fraction $1-e^{-1}=0.632$ of the diffusion is done. At $t=3\tau$ the temperature is $T_0/(1+3\varepsilon)=909.3$ K and the fraction is 0.950. What matters is the first stretch of the cooling, of relative width a few times $\varepsilon$.

Reaching 300 K takes 23 333 s, or 6.48 h. The part of the equivalent time that is then still missing is $e^{-23333/332.58}\approx3\times10^{-31}$ of the total. Under this Arrhenius law, "complete" cooling and cooling to room temperature are the same for any practical purpose, although the real duration is hours and the equivalent time is minutes.

### The numbers beside real germanium

The activation energy and $D(T_0)$ are rough typical values for an antimony-like donor in germanium. The initial temperature lies below the melting point, which is roughly 1200 K. The initial cooling rate, $bT_0^2=0.100$ K/s, is that of a slow furnace. In rapid lamp annealing the cooling is much faster; $b$ is then larger and $\tau$ smaller in proportion.

One assumption that heavy doping breaks is that $D$ does not depend on the donor density $N$. Suppose that the donors move with doubly negative vacancies. The density of these vacancies varies as the square of the electron density $n$, so $D$ is multiplied by $(n/n_i)^2$, where $n_i$ is the intrinsic carrier density. Charge neutrality with $np=n_i^2$, where $p$ is the hole density, gives $n-n_i^2/n=N$, whose positive root is

$$n=\tfrac12\left(N+\sqrt{N^2+4n_i^2}\right).$$

The electrons also set up an electric field. The mobile donor–vacancy pair is negative, with a density proportional to $Nn^2$. The field pushes the pair inward, but the gradient of $n^2$ drives it outward twice as strongly, so the net effect is that of a field driving positive donors outward. This multiplies the flux by $1+N\,d\ln n/dN=1+N/\sqrt{N^2+4n_i^2}$. For $N\ll n_i$ the two factors together are $1+3N/(2n_i)$ to first order; for $N\gg n_i$ they approach $2(N/n_i)^2$.

A rough estimate of $n_i$ follows from the nondegenerate formula

$$n_i=2\left(\frac{2\pi mk_BT}{h^2}\right)^{3/2}e^{-E_g/2k_BT},$$

with a mean density-of-states mass $m$ of 0.45 electron masses and a gap $E_g=0.82\ \mathrm{eV}-(4.6\times10^{-4}\ \mathrm{eV/K})\,T$. At 1000 K it gives $5.7\times10^{18}$ cm$^{-3}$, far above the donor density of the example. Numerical integration of the enhanced rate down to 300 K, with $N$ held at its initial peak value, gives a time integral of $D$ that is larger by a factor of 1.034. Because the enhancement grows with $N$ and the real peak falls, this is an upper estimate within the stated band data. The amount of diffusion is thus raised by at most about 3 % here. An anneal at $T_0$ is enhanced too, by about $1+3N/(2n_i)\approx1.026$ at the same density, so most of the correction cancels in the equivalent time. Device contacts doped to $10^{19}$ cm$^{-3}$ or more lie outside the dilute regime. For them $R/(Qb)$ is no longer exact, and an accurate result requires following the donor enhancement along the cooling path.

Two other idealizations matter less. If the layer lies 1500 nm deep, the fraction of the final Gaussian that would extend beyond the surface is $\tfrac12\,\mathrm{erfc}[1500/(\sqrt2\times276.61)]\approx3\times10^{-8}$, so the infinite solid is adequate. During ten years of use at 300 K, the extrapolated Arrhenius law, with the donor enhancement at the initial peak density included, gives a diffusion length $\sqrt{2Dt}$ of about $10^{-6}$ nm. In this model the profile is frozen in use.

## Variation 1: temperature falling linearly in time

Let the furnace instead follow $T=T_0-rt$, with the same initial rate $r=bT_0^2$ and the same $T_0=1000$ K. What is the equivalent time?

Use the exponent of the Arrhenius ratio as the variable, $x=(Q/R)(1/T-1/T_0)$. Solving for $T$ and differentiating,

$$T=\frac{T_0}{1+\varepsilon x},\qquad dT=-\frac{T_0\,\varepsilon\,dx}{(1+\varepsilon x)^2}.$$

Since $dt=-dT/r$ and $T_0\varepsilon/r=\varepsilon/(bT_0)=R/(Qb)=\tau$,

$$\frac{t_{\rm eq}}{\tau}=\int_0^\infty\frac{e^{-x}}{(1+\varepsilon x)^2}\,dx .$$

For small $\varepsilon$ expand $(1+\varepsilon x)^{-2}=1-2\varepsilon x+3\varepsilon^2x^2-\dots$ and use $\int_0^\infty x^ne^{-x}dx=n!$:

$$\frac{t_{\rm eq}}{\tau}\approx1-2\varepsilon+6\varepsilon^2=0.9401 .$$

The series is asymptotic, because the expansion of the integrand converges only for $\varepsilon x<1$ while $x$ runs to infinity. Numerical integration of the rate down to 300 K gives 0.9394, that is 312.4 s. The time is shorter by 6 % because under linear cooling $d(1/T)/dt=r/T^2$ starts at $b$ and then increases, so diffusion is switched off sooner. When $\varepsilon$ is small, the initial cooling rate thus determines the equivalent time to leading order:

$$t_{\rm eq}\approx\frac{RT_0^2}{Qr}.$$

This estimate needs a cooling rate that changes little while $T$ falls by a few times $\varepsilon T_0$.

## Variation 2: two processes with different activation energies

During the same cooling, with $1/T$ linear in time, a second process runs with activation energy $Q/2=125$ kJ/mol. Can one isothermal anneal replace the cooling for both?

At $T_0$ it cannot. The second process has the equivalent time $R/[(Q/2)b]=2\tau=665.2$ s. An anneal of 333 s at $T_0$ would give it half of what the cooling gives.

A different temperature $T_1$ offers a second adjustable quantity. Put $y=1/T_1-1/T_0$. A process with activation energy $Q_i$ runs at $T_1$ more slowly than at $T_0$ by the factor $e^{-Q_iy/R}$, so the required duration is

$$t_1=\frac{R}{Q_ib}\,e^{Q_iy/R}.$$

Equating the durations for $Q$ and $Q/2$ gives $\tau e^{Qy/R}=2\tau e^{Qy/(2R)}$, hence $e^{Qy/(2R)}=2$ and

$$y=\frac{2R\ln2}{Q},\qquad T_1=\frac{T_0}{1+2\varepsilon\ln2},\qquad t_1=4\tau .$$

A longer anneal at a somewhat lower temperature therefore matches both integrals.

With three different activation energies this is impossible. Taking the logarithm of the condition on $t_1$ gives

$$\ln Q_i=\frac{y}{R}\,Q_i+\ln\frac{R}{b\,t_1}.$$

The right side is a straight line in $Q_i$. The left side is strictly concave, and a straight line meets a strictly concave curve at no more than two points. An equivalent anneal therefore has to be stated for a particular process. If diffusion, reaction and defect recovery with three distinct activation energies all matter, one isothermal anneal cannot stand for the cooling exactly. The anneal of duration $4\tau$ at $T_1$ gives a process with activation energy $qQ$ the fraction $4^{1-q}q$ of what the cooling gives: 6 % too much at 187.5 kJ/mol and 25 % too little at 375 kJ/mol. More steps remove the mismatch. Two isothermal steps have four adjustable quantities, and 421.7 s at 984.5 K followed by 1573.8 s at 906.3 K matches the integrals for 125, 250, 375 and 500 kJ/mol together.

Numerical values quoted here were computed with a short program.
